# Pair separation and the intensity maximum in donor-acceptor luminescence

**The argument under comment.** The manuscript considers a semiconductor containing donors and acceptors at random sites. An electron on a donor recombines with a hole on an acceptor, and the rate falls exponentially with their separation. The author concludes that the closest pairs, being the fastest, give the strongest emission, and reads the maximum of the luminescence band as the energy of the closest pairs. The premise about the rate is sound. Does the conclusion about the intensity follow?

Three quantities have to be kept apart: the recombination rate of an occupied pair, the number of photons that a pair emits per second under steady excitation, and the light from all pairs in a given interval of separation or of photon energy. The argument treats them as one.

## Energy and rate of a single pair

Let $r$ be the separation, $E_g$ the gap, and $E_D$ and $E_A$ the binding energies of the isolated donor and acceptor. Before emission both impurities are neutral, and the energy stored is $E_g-E_D-E_A$ if the interaction of two neutral centres is neglected. After emission a positive donor faces a negative acceptor, with energy $-C/r$, where $C=e^2/(4\pi\varepsilon_0\varepsilon)$ and $\varepsilon$ is the static relative permittivity. The zero-phonon photon carries the difference,

$$E(r)=E_g-E_D-E_A+\frac{C}{r}. \qquad (1)$$

Close pairs therefore emit at higher energy. If $E(r)$ exceeded $E_g$, the neutral pair would lie above a free electron and a free hole. Both carriers are thus bound only for $r>r_c=C/(E_D+E_A)$.

For the rate I take 1s envelopes, $e^{-\alpha d}$ around the donor and $e^{-\beta s}$ around the acceptor, where $d$ and $s$ are distances from the respective centres and $\alpha<\beta$. The rate is proportional to the square of their overlap; band factors go into a constant. In an indirect semiconductor the valleys also interfere, so the law below is an average over pair directions.

To find the overlap, first replace the donor function by $e^{-\alpha d}/d$ and average it over a sphere of radius $s<r$ around the acceptor. With $d^2=r^2+s^2-2rs\mu$, where $\mu$ is the cosine of the polar angle, $d\,\mathrm{d}d=-rs\,\mathrm{d}\mu$, and

$$\frac12\int_{-1}^{1}\frac{e^{-\alpha d}}{d}\,\mathrm{d}\mu=\frac{1}{2rs}\int_{r-s}^{r+s}e^{-\alpha d}\,\mathrm{d}d=\frac{e^{-\alpha r}}{r}\,\frac{\sinh\alpha s}{\alpha s}.$$

Next weight this with $4\pi s^2e^{-\beta s}$ and integrate over $s$. Extending the integral to infinity costs a relative error of order $e^{-(\beta-\alpha)r}$. The factor multiplying $e^{-\alpha r}/r$ is

$$F=\frac{4\pi}{\alpha}\int_0^\infty s\,e^{-\beta s}\sinh(\alpha s)\,\mathrm{d}s=\frac{2\pi}{\alpha}\left[\frac{1}{(\beta-\alpha)^2}-\frac{1}{(\beta+\alpha)^2}\right]=\frac{8\pi\beta}{(\beta^2-\alpha^2)^2}.$$

Because $e^{-\alpha d}=-\partial_\alpha(e^{-\alpha d}/d)$, the wanted overlap is

$$S=-\frac{\partial}{\partial\alpha}\left(F\frac{e^{-\alpha r}}{r}\right)=F e^{-\alpha r}\left(1-\frac{l}{r}\right),\qquad l=\frac{1}{F}\frac{\partial F}{\partial\alpha}=\frac{4\alpha}{\beta^2-\alpha^2}.$$

For a compact acceptor $l$ is small compared with $r$. Dropping $l/r$ and writing $a=1/\alpha$ for the donor radius gives the author's premise,

$$W(r)=W_0e^{-2r/a}. \qquad (2)$$

The hydrogenic relation $a=C/(2E_D)$ is used below.

## The photon rate of a pair is not its recombination rate

After a photon has been emitted, the donor must capture an electron and the acceptor a hole before the pair can emit again. Let the mean time for this be $1/G$, the same for all pairs, and neglect non-radiative loss. One cycle lasts $1/G+1/W$ on average, so over a long time the photon rate is

$$P=\frac{1}{1/G+1/W}=\frac{GW}{G+W}. \qquad (3)$$

Only the mean refill time enters, whatever the distribution around it.

Since $\partial P/\partial W=G^2/(G+W)^2>0$, a faster pair is brighter than a slower one. This much of the argument survives. But for $W\gg G$ the photon rate approaches $G$: the pair spends nearly all its time waiting for carriers, and further speed adds almost no light. A large ratio of recombination rates need not appear as a large ratio of photon rates.

## How many close pairs there are

Let acceptors of density $N$ occupy their sites independently, each site with small probability $x$. If $M$ sites lie within $r$ of a donor, the chance that all are empty is $(1-x)^M\approx e^{-xM}$. The product $xM$ is the mean number of acceptors in the sphere, $4\pi Nr^3/3=(r/R)^3$, with $R=(3/4\pi N)^{1/3}$. The probability density of the distance to the nearest acceptor is minus the derivative of this chance,

$$p(r)=-\frac{\mathrm{d}}{\mathrm{d}r}e^{-r^3/R^3}=\frac{3r^2}{R^3}e^{-r^3/R^3}. \qquad (4)$$

I assume that donors are much rarer than acceptors, so that they do not compete for partners, and that each donor recombines with its nearest acceptor. Close pairs are scarce because a thin shell around the donor has a volume proportional to $r^2$.

## Where the maximum lies

The emission per donor and per unit separation is $pP$. A spectrometer records emission per unit photon energy instead. From (1), $|\mathrm{d}r/\mathrm{d}E|=r^2/C$, and the spectrum is $pP\,r^2/C$. Up to constants, both have the form

$$I_n(r)=r^n e^{-r^3/R^3}\frac{GW}{G+W},\qquad n=\begin{cases}2&\text{per separation}\\4&\text{per energy.}\end{cases}$$

For the logarithmic derivative, use $W'/W=-2/a$:

$$\frac{\mathrm{d}}{\mathrm{d}r}\ln\frac{GW}{G+W}=\frac{W'}{W}-\frac{W'}{G+W}=\frac{W'}{W}\,\frac{G}{G+W}=-\frac{2}{a}\,\frac{G}{G+W}.$$

The maximum therefore obeys

$$\frac{n}{r}-\frac{3r^2}{R^3}=\frac{2}{a}\,\frac{G}{G+W(r)}. \qquad (5)$$

The left side falls steadily from $+\infty$ to $-\infty$. The right side rises with $r$, because $W$ falls, and stays between $0$ and $2/a$. The two sides cross exactly once, and the slope of $I_n$ changes there from positive to negative. Within this model the smooth band has one maximum, at a separation that is neither the smallest nor the largest. It belongs to bound pairs provided that the solution exceeds $r_c$.

Call the left side of (5) $L$. Solving for the rate gives $W/G=2/(aL)-1$, and with (2)

$$r=\frac a2\ln\frac{W_0}{G}-\frac a2\ln\left(\frac{2}{aL}-1\right). \qquad (6)$$

This is still an implicit equation, since $L$ contains $r$, but it shows what sets the scale. When the second logarithm is of order one, the maximum lies near the separation at which recombination and refilling are equally fast. Closer pairs are limited by refilling and are few; more distant pairs are numerous but slow.

Raising $G$ at fixed $r$ raises the right side of (5), so the crossing moves inward and the band shifts to higher energy. Raising $N$ lowers the left side and has the same effect, as long as each donor recombines only with its nearest acceptor. At saturation, where all acceptors around a filled donor emit independently, this dependence on $N$ disappears.

**Weak excitation.** If $G\ll W$ for all separations up to about $R$, the right side of (5) is negligible and $r=R(n/3)^{1/3}$. Every pair that matters emits at the rate $G$, and the maximum is set by the pair statistics, with $a$ and $W_0$ absent.

**Saturation.** If $G\gg W$ everywhere and $R\gg a$, equation (5) becomes $n/r=2/a$, so $r=na/2$. Now $P\approx W$, the case most favourable to the author, and the maximum is still not at the closest pairs. Per unit energy it lies at $2a=C/E_D$, which is larger than $r_c$. There $C/r=E_D$, and the photon energy is $E_g-E_A$. At such separations the acceptor lies inside the donor cloud and may distort it, whereas equation (2) assumes undisturbed envelopes.

**After a pulse.** Suppose that a short pulse fills all pairs and no refilling follows. At time $t$ the factor $P$ is replaced by $We^{-Wt}$, whose logarithmic derivative is $-(2/a)(1-Wt)$. The maximum then obeys

$$\frac nr-\frac{3r^2}{R^3}=\frac2a\,(1-Wt).$$

At $t=0$ this is the saturated case. Later the right side is smaller at every $r$, so the maximum moves outward and the band shifts to lower energy. The term $3r^2/R^3$ comes from the nearest-acceptor rule. If all filled acceptors compete for the electron, the others contribute only a survival factor independent of $r$, the term drops out, and the position no longer depends on $N$; in the worked case below the spectral maximum then lies 0.08 nm farther out at 1 ms and 0.19 nm farther out at 1 s. The speed of close pairs shows in when they emit; it does not make them the majority of the emitters.

## What scarcity does, and what it does not do

A natural repair would be to say that scarcity alone displaces the maximum. That is right per unit separation. If pairs were equally numerous at all separations, $p$ would be constant, the emission per unit separation would follow $P$, and $P$ falls steadily with $r$. The closest pairs would then win, as the manuscript claims.

Per unit energy the repair is incomplete. With constant $p$ the spectrum would still carry the factor $r^2/C$, because distant pairs crowd into a narrow range of energies. Its maximum would obey $2/r=(2/a)\,G/(G+W)$, or $r=a(1+W/G)$, again away from the closest pairs. In the measured spectrum scarcity and energy crowding contribute one factor $r^2$ each. The author should state which kind of maximum is meant.

There is also a case in which the original claim comes close to the truth. If the spectrometer resolves individual shells of lattice sites, the intensity of a line counts the sites in one shell. Take donor and acceptor on opposite sublattices of a zincblende crystal with lattice constant $a_0$. In units of $a_0/4$ the components of the separation are odd integers. An odd square leaves remainder 1 on division by 8, so the squared distances are of the form $8m-5$. Taking each such value to occur, $r^2$ increases by $a_0^2/2$ from shell to shell, and the spacing in $r$ is $a_0^2/(4r)$. With $4/a_0^3$ acceptor sites per volume, the mean number per shell is

$$\frac{4}{a_0^3}\,4\pi r^2\,\frac{a_0^2}{4r}=\frac{4\pi r}{a_0}.$$

A line therefore corresponds to $n=1$, and its smooth saturated maximum would lie at only $a/2$. The actual site numbers scatter about the mean and decide which line is strongest.

## A worked case: nitrogen and aluminium in cubic SiC

The following values are rough and typical: $a_0=0.436$ nm, $\varepsilon=9.7$, $E_g=2.39$ eV, $E_D=54$ meV, $E_A=250$ meV, $W_0=10^6$ s$^{-1}$, $N=3\times10^{17}$ cm$^{-3}$ and a donor density of $10^{16}$ cm$^{-3}$, at 10 K. The refill rate is chosen as $G=100$ s$^{-1}$. Then $C=0.1484$ eV nm and

$$a=\frac{0.1484}{2\times0.054}=1.375\ \text{nm},\qquad R=9.27\ \text{nm},\qquad r_c=\frac{0.1484}{0.304}=0.488\ \text{nm}.$$

Equation (5) with $n=4$ is solved by $r=5.96$ nm. There $2r/a=8.67$ and $W=171$ s$^{-1}$. The left side is $4/5.96-3(5.96)^2/(9.27)^3=0.671-0.134=0.537$ nm$^{-1}$; the right side is $(2/1.375)(100/271)=0.537$ nm$^{-1}$. The photon energy is $2.086+0.1484/5.96=2.111$ eV. Per unit separation the maximum lies at 5.31 nm.

Compare this pair with a close one at 1.5 nm:

| Quantity | 1.5 nm | 5.96 nm |
|---|---:|---:|
| $W$ (s$^{-1}$) | $1.13\times10^5$ | 171 |
| $P$ (s$^{-1}$) | 99.9 | 63.1 |
| $p$ (nm$^{-1}$) | 0.00845 | 0.1027 |
| $pP$ (s$^{-1}$ nm$^{-1}$) | 0.844 | 6.48 |
| per energy (s$^{-1}$ meV$^{-1}$) | 0.0128 | 1.55 |

By (2) the close pair recombines about 660 times faster (about 500 times if the factor $(1-l/r)^2$ is kept with $l=0.269$ nm, and fewer for a less compact acceptor), but it emits only $99.9/63.1=1.6$ times as many photons. Pairs near 5.96 nm are $0.1027/0.00845=12$ times as numerous per nanometre, so their emission per nanometre is $6.48/0.844\approx7.7$ times larger. Energy crowding adds $(5.96/1.5)^2\approx16$, which makes the spectral intensity about 120 times larger.

Equations (3) to (5) were tested on a simulated random crystal with 60,000 acceptors and 400,000 donor sites used as probes, with refilling by two successive captures. For $G=100$ and $1000$ s$^{-1}$ the photon counts in 4 meV intervals agreed with the formula to within 6% of the largest count. At $G=100$ s$^{-1}$, pairs closer than 3 nm emitted 99.5 photons per second each, against 8.6 for pairs between 7.5 and 8.5 nm, yet the close group supplied only 11.8% of the light.

With all other parameters fixed, the spectral maximum moves with excitation as follows:

| $G$ (s$^{-1}$) | $r$ (nm) | $E$ (eV) |
|---:|---:|---:|
| $1$ | 8.31 | 2.104 |
| $10^2$ | 5.96 | 2.111 |
| $10^4$ | 3.74 | 2.126 |
| $10^6$ | 2.75 | 2.140 |
| $10^8$ | 2.70 | 2.141 |

The total shift is 37 meV over eight decades. The last value lies slightly inside the dilute limit $2a=2.75$ nm because of the factor $e^{-r^3/R^3}$, which comes from the nearest-acceptor rule; if all acceptors may emit, the saturated maximum is at $2a$ for any $N$. The first row has not reached the weak limit of 10.20 nm, because at such distances $W$ is no longer large compared with even this small $G$.

For resolved shells the strongest line at $G=100$ s$^{-1}$ comes from 4.64 nm. That shell has 276 sites, about twice the mean $4\pi r/a_0\approx134$. Neighbouring lines there are only $Ca_0^2/(4r^3)\approx0.07$ meV apart, much less than the random-field shifts estimated below, so this line would not be resolved in such a sample. Under saturation the strongest line comes from 0.84 nm, with 36 sites, not far outside $r_c$. Since 0.84 nm is less than $a$, equation (2) is unreliable there and this assignment is only indicative: with the full overlap of the two envelopes the strongest line comes instead from 1.25 nm, with 60 sites.

## What the model leaves out

Each effect is sized at $G=100$ s$^{-1}$ with the other parameters held fixed.

- **Overlap correction.** With the hydrogenic acceptor radius $C/(2E_A)=0.297$ nm, $l=0.269$ nm. Keeping the factor $(1-l/r)^2$ in the rate moves the maximum from 5.96 to 5.92 nm. That radius is probably too small: a decay length of 0.50 nm, which corresponds to a hole mass of 0.6 free-electron masses, would move the maximum to about 5.83 nm.
- **Valley interference.** Averaging $W$ over directions is not the same as averaging $P$. If three valleys with equal envelopes add with the signs set by the lattice site, the rate is $3W$ for a quarter of the sites and $W/3$ for the rest. The mean is still $W$, but the maximum moves to about 5.76 nm.
- **Refilling of close pairs.** A close ionized pair is a small dipole and may capture carriers more slowly. If the refill rate were proportional to $r$ and equal to $G$ at the maximum, the maximum would move to 6.09 nm.
- **Other acceptors.** If the six nearest acceptors compete for the electron and all are neutral when it is ready to recombine, those beyond the nearest give 6.9% of the light, and the mean Coulomb shift changes from 34.7 to 34.1 meV. If hole capture is the slow step of refilling, the nearest acceptor is often still charged and the share rises to about 20%, but the maximum moves by no more than about 0.2 nm. Acceptor states hardly overlap one another: $N^{1/3}$ times the acceptor radius is 0.020.
- **Random fields.** If the charged impurities are placed independently and have twice the donor density, their fields shift a photon energy by roughly 1.7 meV. Because the band is asymmetric, such broadening also raises the energy of its maximum. A Gaussian with this standard deviation would raise it by about 0.4 meV, but independent charges give a heavy-tailed (Holtsmark) distribution whose width grows in proportion to $r$, and this raises it by about 1.2 meV, which read through (1) shortens the inferred separation by about 0.3 nm. The shift is smaller if each charged donor has a charged acceptor nearby.
- **Phonons.** The zero-phonon band is 14 meV wide at half maximum. Replicas are shifted down by at least the lowest relevant phonon energy, roughly 45 meV, so their maxima should stand apart from it. Their high-energy tails still reach under the zero-phonon band: a replica of equal strength would add about 3% at its maximum. The model describes the zero-phonon band alone.

For real cubic SiC the binding energies, gap and permittivity above are of the right size, while $W_0$ and $G$ are much less certain. Only their ratio enters (5), so a hundredfold larger $W_0$ at fixed $G$ has the same effect on the position as moving up one row in the table of excitation levels. Among the effects left out, the largest one sized here comes from the electron mass, which is anisotropic, roughly 0.68 and 0.25 free-electron masses. The corresponding decay lengths are 1.02 and 1.68 nm. Used in turn for $a$, they put the maximum at 4.51 and 7.08 nm, that is, at Coulomb shifts of 33 and 21 meV instead of 25 meV. From this source alone the separation is uncertain by about a quarter of its value and the energy by less than 10 meV. A hundredfold error in $W_0/G$ would move the separation further, to 8.31 or 3.74 nm.

Devices at room temperature break a more basic assumption. With a rough capture coefficient of $10^{-7}$ cm$^3$ s$^{-1}$, thermal release of the donor electron becomes as fast as recombination at the maximum already at roughly 30 K. Above that temperature pairs near the maximum lose much of their light, more distant pairs lose more, and (3) must be extended by the release rate. The positions given here apply to low-temperature luminescence, not to an operating device.

The manuscript can keep its rate law. Its identification of the band maximum with the closest pairs should be withdrawn. To infer a separation near 6 nm from the maximum through (1) to within about 0.25 nm, one must know $E_g-E_D-E_A$ to about 1 meV: in the worked case an error of 5 meV in this energy would turn 5.96 nm into 4.96 or 7.46 nm. The rounded inputs used here (2.39 eV is the exciton gap, which lies somewhat below the band gap) fix this energy only to within several meV, so the absolute photon energies above should not be matched to a measured spectrum. The excitation level should be stated as well. The numerical output below gives the remaining values.

## Computed results

```
lattice constant 0.436 nm, permittivity 9.7, gap 2.39 eV
donor, acceptor binding 54, 250 meV
W0 1.0e+06 1/s, refill rate G 100 1/s
acceptors 3.0e+17, donors 1.0e+16 cm^-3
Coulomb constant C 0.1484 eV nm
donor radius a 1.375 nm, acceptor radius 0.297 nm
sphere radius R 9.27 nm
binding limit r_c 0.488 nm
acceptor sites inside r_c 28
donors with acceptor inside r_c 1.74e-04
photon energy of distant pairs 2.0860 eV
close pair: r 1.50 nm, energy 2.1850 eV
  W 1.128e+05 1/s, lifetime 0.008869 ms
  photons per pair 99.91 1/s
  pair density 0.00845 per nm
  emission 0.8439 1/s per nm per donor
  emission 0.01279 1/s per meV per donor
peak pair: r 5.96 nm, energy 2.1109 eV
  W 171 1/s, lifetime 5.849 ms
  photons per pair 63.09 1/s
  pair density 0.10266 per nm
  emission 6.4773 1/s per nm per donor
  emission 1.55066 1/s per meV per donor
maximum per separation at r 5.31 nm
refill G (1/s), r max per nm (nm), r max per eV (nm), energy (eV):
  1e+00  7.39  8.31  2.1039
  1e+02  5.31  5.96  2.1109
  1e+04  2.99  3.74  2.1257
  1e+06  1.52  2.75  2.1401
  1e+08  1.37  2.70  2.1410
weak limit, per nm and per eV: 8.09, 10.20 nm
dilute saturated limit: 1.38, 2.75 nm
simulated photons per pair, r<3 nm: 99.5 1/s
simulated photons per pair, 7.5-8.5 nm: 8.6 1/s
simulated share of light from r<3 nm: 11.8 %
strongest shell at G: r 4.64 nm, 276 sites
strongest shell, saturated: r 0.84 nm, 36 sites
light from farther acceptors if allowed 6.9 %
mean Coulomb shift, nearest only 34.7 meV, six acceptors 34.1 meV
rough electron masses 0.68, 0.25 m_e
decay lengths 1.02, 1.68 nm: peak r 4.51, 7.08 nm
overlap length l 0.269 nm: peak r 5.92 nm
refill rate proportional to r: peak r 6.09 nm
random-field energy shift 1.69 meV
rough capture coefficient 1e-07 cm^3/s
thermal release equals W(peak) at 32.0 K; use 10 K
band width at half maximum 14.2 meV, rough lowest phonon 45 meV
acceptor overlap N^(1/3) a_acc 0.020
```
